# Threshold correlation and mismatch of two gates sharing metal grains

## Problem

Two neighbouring n-channel fin transistors lie under one titanium nitride gate line but have separate sources and drains. The gate metal is polycrystalline. A grain has a work function of 4.6 eV with probability 0.60, or 4.4 eV with probability 0.40, depending on its orientation, and different grains are independent.

Each gate controls the two sidewalls of its fin. The gate length is 20 nm, the fin height is 50 nm, and the metal facing each sidewall is divided into patches of 10 nm by 10 nm. The fin top is left out. Within one gate, every patch belongs to a different grain. Five grains span the metal between the two fins, and each of these covers one patch of each gate.

Assume first that a threshold voltage follows the area average of the work function over its gate, with unit slope.

(a) Find the standard deviation of one grain's work function and of one threshold.

(b) Find the correlation of the two thresholds and the standard deviation of their difference.

(c) Repeat (b) when the patches have unequal areas: in each gate, ten of 50 nm² and ten of 150 nm², with three small and two large patches shared at equal area in both gates.

(d) Estimate how far the result of (b) moves when the threshold is instead read from the subthreshold current at 300 K, for a fin 8 nm wide with an equivalent oxide thickness of 1 nm.

## Solution

### (a) One grain and one threshold

One sidewall holds $(20/10)(50/10)=10$ patches, so a gate has $N=20$. Let $g_i$ be the work function of grain $i$ divided by the elementary charge, so that it is a voltage. It takes the values $g_H$ and $g_L$ with probabilities $p$ and $1-p$. With $d=g_H-g_L$, its mean is $g_L+pd$, and the deviations from the mean are $(1-p)d$ and $-pd$. Hence

$$
s^2=p(1-p)^2d^2+(1-p)p^2d^2=p(1-p)d^2 ,
$$

because the common factor $p(1-p)d^2$ multiplies $(1-p)+p=1$. Numerically,

$$
s=200\ \text{mV}\times\sqrt{0.60\times0.40}=97.98\ \text{mV}\approx 98\ \text{mV}.
$$

This is a standard deviation; the full range is 200 mV.

Number all distinct grains of the pair with a single index. Since five are common, there are $20+20-5=35$ of them. The thresholds are

$$
V_1=c_1+\sum_i w_i g_i,\qquad V_2=c_2+\sum_i v_i g_i ,
$$

where $w_i$ and $v_i$ are the fractions of each gate's area covered by grain $i$. A grain absent from a gate has weight zero there. The constants $c_1,c_2$ hold everything that does not vary.

Write $\delta g_i$ for the deviation of $g_i$ from its mean. Independence means $\langle\delta g_i\,\delta g_j\rangle=0$ for $i\neq j$, while $\langle\delta g_i^2\rangle=s^2$. The double sums therefore reduce to single ones:

$$
\operatorname{Var}V_1=\sum_{i,j}w_iw_j\langle\delta g_i\delta g_j\rangle=s^2\sum_i w_i^2,\qquad
\operatorname{Cov}(V_1,V_2)=s^2\sum_i w_iv_i .
$$

For equal patches, $w_i=1/N$ for the $N$ grains of gate 1, so $\sum_i w_i^2=N/N^2=1/N$ and

$$
\sigma_V=\frac{s}{\sqrt N}=\frac{97.98\ \text{mV}}{\sqrt{20}}=21.91\ \text{mV}.
$$

### (b) Correlation and mismatch

The product $w_iv_i$ differs from zero only for the $m=5$ shared grains, where it equals $1/N^2$. The covariance is thus $ms^2/N^2$. Both variances are $s^2/N$, so

$$
\rho=\frac{ms^2/N^2}{s^2/N}=\frac mN=\frac5{20}=0.25 .
$$

In the difference $V_1-V_2$, grain $i$ has weight $w_i-v_i$. A shared grain has weight $1/N-1/N=0$ and drops out. There remain $N-m$ grains with weight $+1/N$ and $N-m$ with weight $-1/N$. The signs vanish on squaring:

$$
\sigma_\Delta=\frac{s}{N}\sqrt{2(N-m)}=\frac{97.98\ \text{mV}}{20}\sqrt{30}=26.83\ \text{mV}.
$$

The general rule for a difference gives the same value:

$$
\sigma_\Delta^2=\sigma_V^2+\sigma_V^2-2\rho\sigma_V^2=2(1-\rho)\sigma_V^2,
\qquad
\sigma_\Delta=21.91\ \text{mV}\times\sqrt{1.5}=26.83\ \text{mV}.
$$

The correlation is 0.25 and the mismatch is near 27 mV. Only the variance and the independence of the grains were used, so the two-valued law is not essential. Sampling with exponentially distributed grain values of the same $s$ gives 0.250 and 26.8 mV.

Two limits show what sharing does at fixed $N$ and $s$. For $m=0$ the mismatch is $s\sqrt{2/N}=30.98$ mV. For $m=N$ the grain contribution to the mismatch vanishes, though each threshold still varies by 21.91 mV from one pair to another. This is a formal limit: here only the two facing sidewalls can share grains, so $m\le10$, $\rho\le0.5$ and the mismatch is at least 21.9 mV. The mean of the pair behaves in the opposite way. Its variance is $(2\sigma_V^2+2\rho\sigma_V^2)/4$, so

$$
\sigma_{\text{mean}}=\sigma_V\sqrt{\frac{1+\rho}{2}}=17.32\ \text{mV},
$$

which grows with $\rho$. Sharing moves variation from the difference of a pair into its mean.

The shape of the distribution matters mainly in the far tails. With two-valued grains, $V_1-V_2$ (taking $c_1=c_2$) moves in steps of $d/N=10$ mV. The probability of a mismatch of 60 mV or more in magnitude is 0.0386 from the full distribution. A Gaussian with the same standard deviation, cut at 55 mV, halfway between the allowed values 50 and 60 mV, gives 0.0404, within about 5 %. At 120 mV or more the full distribution gives $5.7\times10^{-6}$ and the Gaussian cut at 115 mV gives $1.8\times10^{-5}$, about three times as much.

### (c) Unequal areas

The weighted sums of part (a) still hold. The gate area is $10\times50+10\times150=2000$ nm². Shared patches have equal area in both gates, so they still cancel in the difference. Each gate keeps seven small and eight large patches of its own, whose squared areas sum to

$$
7\times50^2+8\times150^2=197\,500\ \text{nm}^4 .
$$

Therefore

$$
\sigma_\Delta=97.98\ \text{mV}\times\frac{\sqrt{2\times197\,500}}{2000}=30.8\ \text{mV}.
$$

The shared patches contribute $3\times50^2+2\times150^2=52\,500$ nm⁴ to the covariance, and all patches of one gate contribute $250\,000$ nm⁴ to the variance. The correlation is $52\,500/250\,000=0.21$. Grains now count with the square of their area, and the shared set holds a smaller share of large patches than the gate as a whole, so the correlation falls below $m/N$. The split matters: with two small and three large patches shared the same sums give 0.29 and 29.2 mV, with five large ones 0.45 and 25.7 mV, and with only four shared patches, two of each size, the correlation is $50\,000/250\,000=0.20$, equal to $m/N=4/20$ again.

If a shared grain covered different areas in the two gates, $w_i-v_i$ would not vanish and the grain would add $s^2(w_i-v_i)^2$ to the mismatch variance. In general the correlation thus depends on the areas of the shared grains as well as on their number; equal areas guarantee the value $m/N$ of (b).

### (d) Threshold read from the subthreshold current

**Why linear averaging can fail.** Below threshold, the local conductance varies as $e^{-u/\theta}$, where $u$ is the local threshold and $\theta=k_BT/e=25.85$ mV at 300 K. An ideal subthreshold slope is assumed. For regions of equal area conducting in parallel, the effective threshold is the uniform value that would give the same current:

$$
V=-\theta\ln\overline{e^{-u/\theta}} .
$$

The bar is an average over area. Put $u=\bar u+\delta u$ and expand for $|\delta u|\ll\theta$. Since $\overline{\delta u}=0$,

$$
V=\bar u-\theta\ln\!\left(1+\frac{\overline{\delta u^2}}{2\theta^2}+\dots\right)\approx\bar u-\frac{\overline{\delta u^2}}{2\theta}.
$$

The area average is the leading term when the local variation is small compared with $\theta$. A grain spread of 98 mV does not meet this condition by itself.

**Isolated parallel patches.** As an extreme case, let all 20 patches conduct independently in parallel, with no electrostatic influence on each other. A high patch then carries less current than a low one by the factor $e^{-200/25.85}$, which is below one thousandth. With $n$ low patches, $V\approx g_L-\theta\ln(n/N)$, and small changes obey $\delta V\approx-\theta\,\delta n/n$. The relative standard deviation of $n$ is

$$
\frac{\sqrt{Np(1-p)}}{N(1-p)}=\sqrt{\frac{p}{N(1-p)}}=\sqrt{\frac{0.60}{20\times0.40}}=0.27 ,
$$

which gives about 7 mV for one threshold and, after multiplication by $\sqrt{1.5}$, about 9 mV for the mismatch. The full distribution, without linearizing the logarithm, gives 9.7 mV and a correlation of 0.237. The mismatch is small because the thermal voltage, rather than the 200 mV step, now sets its scale.

**Smoothing inside the fin.** Real patches are coupled through the potential in the silicon. Let $y$ be the distance from the middle of an undoped fin of width $t$, and let the effective gate potential on both walls vary as $G\cos kx$ along the wall. With negligible charge in the fin, Laplace's equation has the even solution $\phi=A\cosh(ky)\cos kx$. Treat the oxide, of thickness $a$, as a local capacitor. Continuity of the normal displacement at $y=t/2$ then requires

$$
\epsilon_s kA\sinh\frac{kt}{2}=\frac{\epsilon_{ox}}{a}\left(G-A\cosh\frac{kt}{2}\right).
$$

Solving for $A$, which is the amplitude at mid-fin, gives

$$
\frac AG=f(k)=\frac{1}{\cosh(kt/2)+(\epsilon_s ka/\epsilon_{ox})\sinh(kt/2)} .
$$

If the two walls differ, the odd part of the solution varies as $\sinh(ky)$ and vanishes at $y=0$. The mid-fin potential therefore responds to the average of the two walls. A uniform shift passes fully, since $f(0)=1$.

A random pattern on a wall is a sum of products $\cos(k_xx)\cos(k_zz)$, where $z$ is the height and $k_x$, $k_z$ are whole multiples of $\pi/(20\ \text{nm})$ and $\pi/(50\ \text{nm})$. Each product obeys the same equations with $k=\sqrt{k_x^2+k_z^2}$, so its amplitude is multiplied by $f(k)$. This choice of waves assumes that the field normal to the two ends, the top and the bottom of the gated region is zero there.

For a pattern of 20 nm period, $k=\pi/(10\ \text{nm})$. With relative permittivities set to 11.7 for the silicon and 3.9 for the oxide, $f=0.292$. Averaging the walls leaves a local standard deviation within a fin of $s\sqrt{\tfrac12\cdot\tfrac9{10}}=65.7$ mV (the factor $9/10$ removes the fin's own mean over ten positions), and smoothing lowers it to about 36 mV. This is still larger than $\theta$, so the area average alone cannot be trusted. The second-order term above holds for regions in parallel; for regions in series it has the opposite sign.

**Current through the fin.** For diffusive transport, current crosses successive sections along the channel in series, so their resistances, proportional to $e^{u/\theta}$, add. Strips at different heights $z$ conduct in parallel. Taking the current at mid-fin and neglecting flow between strips,

$$
V=-\theta\ln\left\langle\frac{1}{\langle e^{u/\theta}\rangle_x}\right\rangle_z .
$$

Random fins, with one shared patch at each of the five heights, give:

| Averaging | Correlation | Mismatch (mV) |
|---|---:|---:|
| Linear | 0.25 | 27 |
| Fin, walls averaged, no smoothing | 0.13 | 45 |
| Fin, with smoothing | 0.20 | 33 |

The smoothed estimate lies about a quarter above the linear result. The exponential law can thus lower the mismatch, as for isolated parallel patches, or raise it, as here. Source and drain barriers are left out of the table. If the potential is instead held fixed by source and drain at the two gate ends and the threshold is read at constant current, the mismatch is about 31 mV and the correlation roughly 0.21 to 0.26, for long-channel barriers of 0.25 to 0.45 V and drain voltages of 0.05 to 0.7 V. The rise over the linear result then shrinks to about 15 to 17 %, the larger values at high drain voltage. In that model the subthreshold swing is about 80 to 85 mV per decade rather than the ideal 60. Near a barrier of 0.1 V the model no longer applies: the electrons in the fin are then worth some 20 mV of gate voltage and are not negligible. A 20 nm channel is also partly ballistic. If the current of each strip is set by emission over its highest barrier, the smoothed row of the table becomes 0.18 and 35 mV, and the mismatch with source and drain is 31 to 32 mV. The value 33 mV indicates a size and is not a device simulation.

### Comparison with real gates

The work functions and probabilities are rough typical values for titanium nitride, and the dimensions are in the range of fin transistors. Grain size depends on deposition, and the five spanning grains are an assumption. If the metal grows from both sidewalls and meets in a seam, or if, as in many gate stacks, the nitride is a thin conformal film under a different fill metal, there may be none, and the linear mismatch becomes 31 mV. A high-permittivity insulator is physically thicker than its equivalent oxide thickness, and the local-capacitor treatment omits the lateral field inside it. For 0.6 nm of silicon dioxide under 2.3 nm of an insulator of relative permittivity 22, this field lowers $f$ at 20 nm period from 0.29 to 0.23 and the smoothed mismatch from 33 to about 32 mV.

Other sources of variation add to the grains. For a rough interface charge density of $10^{11}$ cm⁻², the 2000 nm² of sidewall hold 2.0 charges on average, each shifting the threshold by 2.32 mV when its charge is taken as spread over the whole gate capacitance. If their number follows a Poisson law, independently in each fin, the variance of the number equals its mean, and the pair mismatch from this source is $2.32\ \text{mV}\times\sqrt{2\times2.0}=4.6$ mV. Independent variances add, so the linear result rises from 26.8 to 27.2 mV. Treated as point charges in the smoothed current network of (d), the same charges give about 4.7 mV on their own, and shift the difference by about 6 mV when the grains are present. That shift depends on the grain pattern, so it does not add exactly in quadrature. At this density the exponential current law, and the area split of (c), move the result much more than the charge does. The ranking is not general: the five shared patches, depending on their sizes, give anything from 25.7 to 33.8 mV (27.5 mV, a move of less than 1 mV, for one small and four large), and a density of $10^{12}$ cm⁻² would by itself raise the linear result to 30.6 mV.

## Calculated quantities

```
High work function: 4.6 eV
Low work function: 4.4 eV
Probability of high value: 0.60
Patches per gate: 20
Shared grains: 5
Gate length: 20 nm
Fin height: 50 nm
Fin width: 8 nm
Equivalent oxide thickness: 1.0 nm
Patch edge: 10 nm
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Temperature: 300 K
Thermal voltage kT/e: 25.85 mV
Grain standard deviation s: 97.98 mV
Single threshold sd: 21.91 mV
Correlation, formula: 0.2500
Correlation, exact enumeration: 0.2500
Mismatch sd, formula: 26.83 mV
Mismatch sd, exact enumeration: 26.83 mV
Mismatch sd with s rounded to 98 mV: 26.84 mV
Mismatch sd without sharing: 30.98 mV
Sd of the pair mean: 17.32 mV
Skewed grains, sampled correlation: 0.250
Skewed grains, sampled mismatch sd: 26.8 mV
Unequal areas, correlation: 0.210
Unequal areas, mismatch sd: 30.8 mV
Isolated parallel patches, correlation: 0.237
Isolated parallel patches, mismatch sd: 9.7 mV
Mid-fin response at 20 nm period: 0.292
Local sd in fin, wall average only: 65.6 mV
Local sd in fin, after smoothing: 36.2 mV
Fin without smoothing, correlation: 0.13
Fin without smoothing, mismatch sd: 45.4 mV
Fin with smoothing, correlation: 0.20
Fin with smoothing, mismatch sd: 33.2 mV
Interface charge density: 1e+11 per cm2
Mean number of interface charges: 2.0
Threshold shift per charge: 2.32 mV
Interface charge mismatch sd: 4.6 mV
Mismatch sd with interface charge: 27.2 mV
Mismatch step: 10.0 mV
Probability of |V1-V2| >= 60 mV, exact: 0.0386
Same, Gaussian beyond 55 mV: 0.0404
```
